# Initial permittivity slopes for discs, spheres and needles of void

## Problem

A dielectric film has relative permittivity $k_h=2.8$. It contains a small volume fraction $f$ of empty voids, with relative permittivity 1. The voids are equal spheroids with their rotation axes along the applied static field. Let $c$ be the semi-axis along the field, $a$ the semi-axis across it, and $r=c/a$.

Find the initial slope $S=dk/df$ at $f=0$, where $k$ is the effective permittivity along the field, for

1. very flat discs whose planes are perpendicular to the field ($r\to0$),
2. spheres ($r=1$),
3. very long needles parallel to the field ($r\to\infty$).

The host is homogeneous, isotropic, linear and lossless, the void surfaces are sharp, and the voids are small compared with the film thickness. The limit $f\to0$ is taken at fixed shape; the shape is made extreme afterwards. The slope is per unit of volume fraction, so a change of one percentage point in porosity changes $k$ by $0.01\,S$. All permittivities are relative and $\mathbf D$ is measured so that $\mathbf D=\kappa\mathbf E$, with $\kappa=k_h$ in the host and $\kappa=1$ in a void. No unit system then enters.

## A tempting solution

Let the film fill a capacitor and let $z$ be the field direction. With angle brackets for volume averages, the effective permittivity is

$$k=\frac{\langle D_z\rangle}{\langle E_z\rangle}=\frac{\langle\kappa E_z\rangle}{\langle E_z\rangle}.$$

The voids are dilute, so they change the field by an amount that vanishes with $f$. To first order in $f$ it seems enough to keep the unperturbed uniform field, which cancels:

$$k\approx\langle\kappa\rangle=(1-f)k_h+f,\qquad S=1-k_h=-1.80 .$$

Since shape has dropped out, the answer would be $-1.80$ in all three cases.

## Where it fails

The field change does vanish with $f$ as an average over the film. It does not vanish inside a void. There the field differs from the applied one by a finite factor, however few voids there are. This finite change, spread over a fraction $f$ of the volume, contributes at order $f$, the very order that is wanted.

The flat disc shows the fault at once. Across its broad faces the normal component of $\mathbf D$ is continuous. If the field in the host just outside is $E_0$, the field in the gap is $k_hE_0=2.8E_0$, not $E_0$. Using the unperturbed field is justified when the contrast $k_h-1$ is small. A small volume fraction is a different condition and does not replace it.

## Right solution

### Averaging without approximation

First, $\langle D_z\rangle$ is indeed what the capacitor measures. Let the plates have area $A$ and separation $L$, at $z=0$ and $z=L$, with side walls that no flux crosses. Since $\nabla\cdot\mathbf D=0$, we have $\nabla\cdot(z\mathbf D)=D_z$, and the divergence theorem gives

$$\int D_z\,dV=\oint z\,\mathbf D\cdot d\mathbf S=L\int_{z=L}D_z\,dS .$$

Division by $AL$ shows that $\langle D_z\rangle$ is the flux per area through the plate. Likewise $\langle E_z\rangle$ is the voltage divided by $L$.

Now subtract $k_h\langle E_z\rangle$ from $\langle D_z\rangle$. The integrand $(\kappa-k_h)E_z$ is zero in the host, so only the voids contribute:

$$\langle D_z\rangle-k_h\langle E_z\rangle=f(1-k_h)E_{\rm in},$$

where $E_{\rm in}$ is the mean of $E_z$ over the voids. Hence

$$k=k_h+f(1-k_h)\frac{E_{\rm in}}{\langle E_z\rangle}.\tag{1}$$

This holds at any $f$. The tempting solution amounts to setting $E_{\rm in}=\langle E_z\rangle$ in it.

Diluteness enters now. We assume that the voids are dispersed without clustering, so that their separations grow as $f\to0$, and that they are small compared with $L$, so that almost all of them lie far from the plates. A void of volume $v$ disturbs the distant field like a dipole with strength proportional to $v$, falling off as $v/R^3$. At the typical neighbour distance $R^3\sim v/f$ this is of order $f$ relative to the applied field. The more distant voids act together as a weak polarization of order $f$, whose field is also of order $f$. Each void therefore sits in a uniform field $E_0=\langle E_z\rangle$ up to corrections that vanish with $f$, and

$$S=(1-k_h)\frac{E_{\rm in}}{E_0}.\tag{2}$$

What remains is the field inside one void in an infinite host.

### Flattened void

For $r<1$ use oblate coordinates $\zeta\ge0$, $-1\le\xi\le1$ and the azimuth:

$$z=d\,\zeta\xi,\qquad \rho=d\sqrt{(1+\zeta^2)(1-\xi^2)} .$$

Here $\rho$ is the distance from the axis and $d$ a length. A surface of constant $\zeta=\zeta_0$ is a spheroid with $c=d\zeta_0$ and $a=d\sqrt{1+\zeta_0^2}$. From $r^2(1+\zeta_0^2)=\zeta_0^2$ the void surface has $\zeta_0=r/\sqrt{1-r^2}$.

The coordinates are orthogonal, because $\partial_\zeta z\,\partial_\xi z=d^2\zeta\xi$ and $\partial_\zeta\rho\,\partial_\xi\rho=-d^2\zeta\xi$ cancel. The squared scale factors are

$$h_\zeta^2=d^2\left[\xi^2+\frac{\zeta^2(1-\xi^2)}{1+\zeta^2}\right]=d^2\frac{\zeta^2+\xi^2}{1+\zeta^2},$$

$$h_\xi^2=d^2\left[\zeta^2+\frac{\xi^2(1+\zeta^2)}{1-\xi^2}\right]=d^2\frac{\zeta^2+\xi^2}{1-\xi^2},$$

and the azimuth has the scale factor $\rho$, with square $\rho^2$. For an axially symmetric potential $\phi$, Laplace's equation reads

$$\partial_\zeta\!\left(\frac{h_\xi\rho}{h_\zeta}\partial_\zeta\phi\right)+\partial_\xi\!\left(\frac{h_\zeta\rho}{h_\xi}\partial_\xi\phi\right)=0 .$$

The two coefficients are $d(1+\zeta^2)$ and $d(1-\xi^2)$. The applied potential $-E_0z$ is proportional to $\xi$, so try $\phi=\xi g(\zeta)$. Because $\partial_\xi(1-\xi^2)=-2\xi$,

$$\left[(1+\zeta^2)g'\right]'=2g .$$

One solution is $g=\zeta$, the uniform field. For the other put $g=\zeta w$. The terms in $w$ itself cancel, leaving

$$(1+\zeta^2)(\zeta w''+2w')+2\zeta^2w'=0
\;\Rightarrow\;
\frac{w''}{w'}=-\frac2\zeta-\frac{2\zeta}{1+\zeta^2}.$$

Integration gives $w'\propto1/[\zeta^2(1+\zeta^2)]$. Choosing the factor $-1$ and $w\to0$ at infinity,

$$w=\int_\zeta^\infty\frac{dt}{t^2(1+t^2)}=\int_\zeta^\infty\left(\frac1{t^2}-\frac1{1+t^2}\right)dt=\frac1\zeta-\operatorname{arccot}\zeta ,$$

$$g_2=\zeta w=1-\zeta\operatorname{arccot}\zeta .$$

At large $\zeta$, $g_2\approx1/(3\zeta^2)$, which is a dipole potential. It is allowed outside the void but not inside: at $\zeta=0$, a disc of radius $d$ within the void, $\xi g_2=\xi$ has opposite signs on the two sides and the potential would jump. So

$$\phi_{\rm in}=-E_{\rm in}d\,\zeta\xi,\qquad
\phi_{\rm out}=-E_0d\,\zeta\xi+B\,\xi g_2(\zeta).$$

The inner field is uniform, and $E_{\rm in}$ is both its local value and its mean.

Continuity of the potential at $\zeta_0$ gives

$$B=\frac{(E_0-E_{\rm in})\,d\,\zeta_0}{g_2(\zeta_0)} .$$

Continuity of normal $\mathbf D$ compares $\kappa\,\partial_\zeta\phi$ on the two sides, since $h_\zeta$ is common to both. After division by $-\xi d$ and insertion of $B$,

$$E_{\rm in}=k_h\left[E_0-(E_0-E_{\rm in})\frac{\zeta_0g_2'(\zeta_0)}{g_2(\zeta_0)}\right].\tag{3}$$

From $g_2'=w+\zeta w'$ we have $\zeta g_2'-g_2=\zeta^2w'=-1/(1+\zeta^2)$. Therefore

$$\frac{\zeta_0g_2'}{g_2}=1-\frac1N,\qquad N=(1+\zeta_0^2)(1-\zeta_0\operatorname{arccot}\zeta_0).\tag{4}$$

Equation (3) becomes $E_{\rm in}=k_h[E_{\rm in}+(E_0-E_{\rm in})/N]$. Multiplying by $N$ and collecting $E_{\rm in}$,

$$\frac{E_{\rm in}}{E_0}=\frac{k_h}{k_h+N(1-k_h)} .\tag{5}$$

The number $N$ is the depolarization factor along the field. It depends on shape alone.

### Elongated void

For $r>1$ use $z=d\zeta\xi$ and $\rho=d\sqrt{(\zeta^2-1)(1-\xi^2)}$ with $\zeta\ge1$. The same differentiation gives

$$h_\zeta^2=d^2\frac{\zeta^2-\xi^2}{\zeta^2-1},\qquad h_\xi^2=d^2\frac{\zeta^2-\xi^2}{1-\xi^2},$$

so the equation for $g$ is $[(\zeta^2-1)g']'=2g$. Again $g=\zeta$ is a solution, and the decaying one is

$$g_2=\zeta\int_\zeta^\infty\frac{dt}{t^2(t^2-1)}=\zeta\int_\zeta^\infty\left(\frac1{t^2-1}-\frac1{t^2}\right)dt=\zeta\operatorname{arccoth}\zeta-1 .$$

It diverges at $\zeta=1$, a segment of the axis within the void, and is excluded there. Now $\zeta g_2'-g_2=-1/(\zeta^2-1)$. The matching is unchanged, and (5) holds with

$$N=(\zeta_0^2-1)(\zeta_0\operatorname{arccoth}\zeta_0-1),\qquad \zeta_0=\frac r{\sqrt{r^2-1}} .\tag{6}$$

### The three slopes

Inserting (5) in (2) gives, for either kind of spheroid,

$$S=\frac{k_h(1-k_h)}{k_h+N(1-k_h)} .\tag{7}$$

**Disc.** For $r\to0$, $\zeta_0\approx r$ and $\operatorname{arccot}\zeta_0\approx\pi/2$, so $N\approx1-\pi r/2\to1$. The denominator of (7) tends to 1:

$$S=2.8\times(-1.8)=-5.04 .$$

**Sphere.** For $r\to1$, $\zeta_0\to\infty$ and $g_2\approx1/(3\zeta_0^2)$, so $N=1/3$:

$$S=\frac{-5.04}{2.8-0.6}=\frac{-5.04}{2.2}=-2.29 .$$

**Needle.** For $r\to\infty$, $\zeta_0^2-1=1/(r^2-1)\approx1/r^2$ and $\zeta_0-1\approx1/(2r^2)$. Then $\operatorname{arccoth}\zeta_0=\tfrac12\ln[(\zeta_0+1)/(\zeta_0-1)]\approx\ln(2r)$, and $N\approx[\ln(2r)-1]/r^2\to0$:

$$S=\frac{-5.04}{2.8}=-1.80 .$$

The tempting answer is thus right for the needle and wrong for the other two.

## What the slopes mean

By (2), the slopes differ because the void fields differ. The ratio $E_{\rm in}/E_0$ is 2.80 in the disc, 1.27 in the sphere and 1.00 in the needle. Along the side of a needle the field is tangential, and tangential $\mathbf E$ is continuous, so the needle takes over the host field. At the face of a disc, normal $\mathbf D$ is continuous and the field rises by the full factor $k_h$. A void removes polarizable material, and the loss counts in proportion to the field at that place.

Two layered structures have the same outer slopes. Columns of void running from plate to plate act in parallel, with $k=(1-f)k_h+f$ and slope $1-k_h=-1.80$. Layers crossed in succession act in series:

$$\frac1k=\frac{1-f}{k_h}+f .$$

Differentiation at $f=0$ gives $-S/k_h^2=1-1/k_h$, hence $S=k_h(1-k_h)=-5.04$.

Every spheroid aligned in this way lies between these values. In the flattened case, $N=(1+\zeta_0^2)\,\zeta_0\int_{\zeta_0}^\infty dt/[t^2(1+t^2)]$. Replacing $1+t^2$ by its smallest value $1+\zeta_0^2$ makes the integral larger and turns the expression into 1, so $0<N<1$. The same replacement of $t^2-1$ works in the elongated case. Moreover,

$$\frac{dS}{dN}=-\frac{k_h(k_h-1)^2}{[k_h+N(1-k_h)]^2}<0 ,$$

so a larger $N$ means a steeper fall of $k$.

The direction of the field matters as much as the shape. If the field lies in the plane of a very thin disc, it is tangential to the broad faces. The inner field then tends to $E_0$, and the slope to $-1.80$. A film with aligned flat voids is therefore anisotropic, and $-5.04$ describes the component of $k$ normal to the discs.

## Two percent of voids

Take $f=0.02$ and the linear estimate $k\approx k_h+Sf$:

- discs: $2.8-5.04\times0.02=2.699$, a drop of 3.60 percent relative to the host;
- spheres: $2.8-2.291\times0.02=2.754$, a drop of 1.64 percent;
- needles: $2.8-1.80\times0.02=2.764$, a drop of 1.29 percent.

For extreme shapes two percent is not dilute in the sense used for (2). A disc with $r=0.02$ has $v=\tfrac43\pi ra^3$, so $(v/f)^{1/3}\approx1.6a$, less than its diameter, and the dipole estimate of the neighbours' field does not apply. The disc entry is an extrapolation of the initial slope.

In this linear estimate the same removed volume lowers $k$ by 0.101 as ideal discs and by 0.036 as ideal needles. The ratio $k_h=2.8$ is that of the initial slopes; at finite $f$ it holds only approximately.

The series stack shows the size of the neglected terms in one solvable structure. Its law can be written $k=k_h/[1+(k_h-1)f]$, whose second-order term is $k_h(k_h-1)^2f^2=9.07f^2$, or 0.0036 here. The full law gives 2.7027 against the linear 2.6992, in agreement. For the columns the linear law has no correction. Dispersed voids have their own second-order term, which depends on their arrangement and is not given by (7).

## How flat is flat enough?

The disc value is approached slowly. With $1-N\approx\pi r/2$, the denominator of (7) is

$$k_h+N(1-k_h)=1+(k_h-1)(1-N)\approx1+2.83\,r .$$

To come within 5 percent of $-5.04$, the aspect ratio must be below about 0.02. Formula (7) gives $-4.03$ at $r=0.1$, $-4.90$ at $r=0.01$ and $-5.03$ at $r=0.001$. A void ten times wider than it is thick thus misses the ideal slope by 20 percent. The needle is more forgiving, because its $N$ falls as $[\ln(2r)-1]/r^2$ for large $r$, faster than $1/r$, whereas the disc's $1-N$ shrinks only in proportion to $r$. At $r=10$ the slope is already $-1.82$.

## Numerical check

The numerical output compares the formulas with a direct solution of Laplace's equation for one void in a closed cylindrical capacitor. The slope is taken from the plate flux as $(k-k_h)/f$. For $r=0.2$, 1 and 3 it is $-3.483$, $-2.295$ and $-1.940$, while (7) gives $-3.478$, $-2.291$ and $-1.935$. The field at the void's centre agrees with (5) to the three decimals printed. The tests required agreement within 3 percent, an allowance for the stepped void surface on the grid and the finite capacitor.

With the sphere in a smaller capacitor, where $f=0.083$, the magnitude of $(k-k_h)/f$ is 1.5 percent below its value in the larger one. In this geometry the interaction with the walls is a modest correction. The part due to the plates depends on the size of the void relative to the film thickness and does not vanish with $f$; for spheres nearly as wide as the film is thick, (7) no longer gives the slope. It is no measure for clustered voids, where near neighbours change each other's inner field and the assumption behind (2) fails. The slopes also cease to apply if the void walls carry a layer of different permittivity, or if the voids hold moisture, since $\kappa$ is then no longer just $k_h$ or 1.

## Table of computed values

```
host permittivity k_h = 2.80 (dimensionless)
void permittivity = 1.00 (dimensionless)
largest error of N against charge integral = 1.4e-16
(1-N)/r for r = 0.0001: 1.5706
N for r = 100: 0.000430
[ln(2r)-1]/r^2 for r = 100: 0.000430
slope of series stack at f=0 = -5.0400
slope of parallel columns at f=0 = -1.8000
capacitor with one void: numerical value | formula
disc r = 0.2: f = 0.000617, N = 0.7505
  slope -3.483 | -3.478
  centre field/E0 1.932 | 1.932
sphere r = 1.0: f = 0.003087, N = 0.3333
  slope -2.295 | -2.291
  centre field/E0 1.273 | 1.273
needle r = 3.0: f = 0.000343, N = 0.1087
  slope -1.940 | -1.935
  centre field/E0 1.075 | 1.075
sphere, small capacitor: f = 0.0833, slope -2.261
  relative change of slope = -1.46 percent
worked example: void fraction f = 0.02
ideal disc: N = 1.0000, E_in/E0 = 2.8000
  slope = -5.0400, linear k = 2.6992, drop = 3.60 percent
ideal sphere: N = 0.3333, E_in/E0 = 1.2727
  slope = -2.2909, linear k = 2.7542, drop = 1.64 percent
ideal needle: N = 0.0000, E_in/E0 = 1.0000
  slope = -1.8000, linear k = 2.7640, drop = 1.29 percent
series stack, exact k at this f = 2.7027
parallel columns, exact k at this f = 2.7640
finite aspect ratios:
r = 0.001: N = 0.99843, slope = -5.0258
r = 0.01: N = 0.98449, slope = -4.9031
r = 0.1: N = 0.86080, slope = -4.0302
r = 10: N = 0.02029, slope = -1.8238
r = 100: N = 0.00043, slope = -1.8005
```
